# Rotation invariance of the spherical harmonic sum over m

**Q.** I am told that a sum of products of spherical harmonics over $m$ forgets the $z$ axis entirely. Each $Y_{lm}$ is tied to that axis through $\theta$ and $\phi$. What exactly is claimed, and for which functions?

**A.** Let $\mathbf n$ be a unit vector, $d\Omega$ the area element of the unit sphere, $\langle f,g\rangle=\int f^*g\,d\Omega$, and $l\ge0$ an integer. With the $Y_{lm}$ orthonormal, the claim is

$$K_l(\mathbf n_1,\mathbf n_2)\equiv\sum_{m=-l}^{l}Y_{lm}(\mathbf n_1)Y^*_{lm}(\mathbf n_2)=\frac{2l+1}{4\pi}P_l(\mathbf n_1\cdot\mathbf n_2),\tag{1}$$

where $P_l$ is the Legendre polynomial. The axis belongs to the basis and not to the space the basis spans. Call that space $H_l$: the polynomials $p(x,y,z)$ that are homogeneous of degree $l$ and obey $\nabla^2p=0$, taken on the unit sphere. Since $p(r\mathbf n)=r^lp(\mathbf n)$, the values on the sphere fix the polynomial, so I use one symbol for both.

**Q.** You will need the $Y_{lm}$ to fill that space. How do you know its dimension?

**A.** Write $p=\sum_k z^kq_k(x,y)$ with $q_k$ homogeneous of degree $l-k$. The coefficient of $z^k$ in $\nabla^2p$ must vanish:

$$(k+1)(k+2)\,q_{k+2}=-(\partial_x^2+\partial_y^2)\,q_k .$$

So $q_0$ and $q_1$ may be chosen freely and fix all the rest. The chain stops by itself, because the two-dimensional Laplacian kills a $q_k$ of degree 0 or 1. There are $l+1$ coefficients in $q_0$ and $l$ in $q_1$, so $\dim H_l=2l+1$.

**Q.** Then produce $2l+1$ orthonormal members, without assuming the usual formulas.

**A.** Take $\hbar=1$ and $\mathbf L=-i\,\mathbf r\times\nabla$, so $L_z=-i(x\partial_y-y\partial_x)$ and cyclically. Four facts are needed.

First, $\mathbf L$ maps $H_l$ into itself. It keeps the degree, and $\nabla^2(xf)=x\nabla^2f+2\partial_xf$ gives $[\nabla^2,x\partial_y-y\partial_x]=2\partial_x\partial_y-2\partial_y\partial_x=0$.

Second, $L_z=-i\partial_\phi$ is Hermitian on the sphere by integration by parts over the periodic angle $\phi$. The same holds for $L_x$ and $L_y$ when the polar axis is laid along $x$ or $y$.

Third, in $[y\partial_z-z\partial_y,\;z\partial_x-x\partial_z]$ only $[y\partial_z,z\partial_x]=y\partial_x$ and $[z\partial_y,x\partial_z]=-x\partial_y$ survive. With the factor $(-i)^2=-1$ this gives $[L_x,L_y]=x\partial_y-y\partial_x=iL_z$, and cyclically.

Fourth, let $E=\mathbf r\cdot\nabla$. Then $L^2=-\tfrac12\sum_{ij}(x_i\partial_j-x_j\partial_i)^2$ contains two kinds of term, each twice:

$$\sum_{ij}x_i\partial_jx_i\partial_j=r^2\nabla^2+E,\qquad\sum_{ij}x_i\partial_jx_j\partial_i=3E+\sum_{ij}x_ix_j\partial_i\partial_j=3E+(E^2-E).$$

Hence $L^2=-(r^2\nabla^2+E)+(E^2+2E)=-r^2\nabla^2+E^2+E$. On $H_l$, $\nabla^2=0$ and $E=l$, so $L^2=l(l+1)$.

Now start from $(x+iy)^l$. It is harmonic, since $\partial_x^2+\partial_y^2$ gives $l(l-1)(1+i^2)(x+iy)^{l-2}=0$. Also $L_z(x+iy)=-i(ix-y)=x+iy$, so the product rule gives eigenvalue $l$. Its squared norm is $2\pi I_l$ with $I_l=\int_{-1}^1(1-t^2)^l\,dt$, $t=\cos\theta$. By parts, $I_l=2l\int t^2(1-t^2)^{l-1}dt=2l(I_{l-1}-I_l)$, so $I_l=\frac{2l}{2l+1}I_{l-1}$ with $I_0=2$. This is solved by $I_l=2(2^ll!)^2/(2l+1)!$. With the Condon–Shortley sign,

$$Y_{ll}=\frac{(-1)^l}{2^l\,l!}\sqrt{\frac{(2l+1)!}{4\pi}}\,(x+iy)^l .$$

Let $L_\pm=L_x\pm iL_y$, so that $L_-=(x-iy)\partial_z-z(\partial_x-i\partial_y)$. From $[L_z,L_-]=iL_y-L_x=-L_-$, the operator $L_-$ lowers the $L_z$ eigenvalue by one. From $L_+L_-=L_x^2+L_y^2-i[L_x,L_y]=L^2-L_z^2+L_z$ and $L_-^\dagger=L_+$, we get $\|L_-Y_{lm}\|^2=l(l+1)-m(m-1)$, which is positive for $-l<m\le l$. So

$$Y_{l,m-1}=\frac{L_-Y_{lm}}{\sqrt{l(l+1)-m(m-1)}}$$

yields normalised functions for $m=l,\dots,-l$. They are orthogonal because their eigenvalues of the Hermitian $L_z$ differ. They number $2l+1$, so they are a basis of $H_l$, and each value of $m$ occurs exactly once.

**Q.** A rotated $Y_{lm}$ is a different function. Why should it stay in $H_l$?

**A.** For a rotation matrix $R$, with $R^{-1}=R^T$, define $(U_Rf)(\mathbf r)=f(\mathbf r')$, $\mathbf r'=R^{-1}\mathbf r$. A linear substitution keeps a polynomial homogeneous of the same degree. The chain rule gives $\partial_i=\sum_jR_{ij}\partial'_j$, so $\sum_i\partial_i^2=\sum_{jk}(R^TR)_{jk}\partial'_j\partial'_k=\nabla'^2$, and harmonic functions stay harmonic. The rotated function can therefore be expanded in the basis of the same $l$:

$$Y_{lm}(R^{-1}\mathbf n)=\sum_{a}Y_{la}(\mathbf n)\,D_{am}.\tag{2}$$

The substitution has unit Jacobian and keeps $r$, and $d^3r=r^2dr\,d\Omega$, so $d\Omega$ is unchanged and inner products are preserved:

$$\delta_{mm'}=\langle U_RY_{lm},U_RY_{lm'}\rangle=\sum_{ab}D^*_{am}D_{bm'}\,\delta_{ab}=(D^\dagger D)_{mm'} .$$

A square matrix with a left inverse has the same right inverse, so $DD^\dagger=1$ too. Put (2) into the kernel:

$$K_l(R^{-1}\mathbf n_1,R^{-1}\mathbf n_2)=\sum_{ab}Y_{la}(\mathbf n_1)\Big[\sum_mD_{am}D^*_{bm}\Big]Y^*_{lb}(\mathbf n_2)=K_l(\mathbf n_1,\mathbf n_2),\tag{3}$$

because the bracket is $(DD^\dagger)_{ab}=\delta_{ab}$.

**Q.** That looks too cheap. Would it not prove the same for any sum over $m$?

**A.** No. The bracket is $\delta_{ab}$ only when $m$ runs over all $2l+1$ columns of $D$ with equal weight. With weights $w_m$ it becomes $(DWD^\dagger)_{ab}$, $W=\mathrm{diag}(w_m)$, and this cannot equal $W$ for every rotation unless all weights are equal. If it did, the operator $Y_{lm}\mapsto w_mY_{lm}$ would commute with every $U_R$. A rotation by a small angle $\alpha$ about an axis $\mathbf a$ has $U_R=1-i\alpha\,\mathbf a\cdot\mathbf L$ to first order, so the operator would commute with $L_x$, $L_y$ and hence $L_-$. Acting on $Y_{lm}$ in both orders gives $w_{m-1}L_-Y_{lm}=w_mL_-Y_{lm}$, so $w_{m-1}=w_m$ for $-l<m\le l$. What is free is the basis: any other orthonormal basis of $H_l$ is related to the $Y_{lm}$ by a unitary matrix, the same algebra applies, and the kernel is the same. Real harmonics and any choice of phases satisfy (1); harmonics normalised differently do not.

**Q.** Invariance gives no number. Where does $(2l+1)/4\pi$ come from?

**A.** Set $\mathbf n_1=\mathbf n_2=\mathbf n$. Any unit vector can be turned into any other by a rotation in the plane that contains both, so (3) makes $K_l(\mathbf n,\mathbf n)$ a constant $C$. Integrate over the sphere: $4\pi C=\sum_m\int|Y_{lm}|^2d\Omega=2l+1$. This is Unsöld's theorem,

$$\sum_{m=-l}^{l}|Y_{lm}(\mathbf n)|^2=\frac{2l+1}{4\pi}\equiv N_l .\tag{4}$$

It is also the case $\mathbf n_1=\mathbf n_2$ of (1), since $P_l(1)=1$; here it comes first and supplies the constant in (1). It says that $2l+1$ units of probability are spread evenly over $4\pi$ steradians.

**Q.** And why $P_l$, out of all functions of $\mathbf n_1\cdot\mathbf n_2$?

**A.** Put $\mathbf n_2=\hat{\mathbf z}$. The equation $-i\partial_\phi Y_{lm}=mY_{lm}$ means that advancing $\phi$ by $\alpha$ multiplies $Y_{lm}$ by $e^{im\alpha}$. The poles do not move under this rotation, so $Y_{lm}(\pm\hat{\mathbf z})=e^{im\alpha}Y_{lm}(\pm\hat{\mathbf z})$ for all $\alpha$, and the value is zero unless $m=0$. Thus

$$K_l(\mathbf n,\hat{\mathbf z})=Y_{l0}(\mathbf n)\,Y^*_{l0}(\hat{\mathbf z}).\tag{5}$$

Since $m=0$ occurs once in $H_l$, any nonzero member of $H_l$ that is independent of $\phi$ is proportional to $Y_{l0}$. It remains to show that $P_l(\cos\theta)$ is such a member. Define it by the Rodrigues formula, $P_l=u^{(l)}/(2^ll!)$ with $u=(t^2-1)^l$. This $u$ obeys $(t^2-1)u'=2lt\,u$. Differentiate $l+1$ times by the Leibniz rule:

$$(t^2-1)u^{(l+2)}+2(l+1)t\,u^{(l+1)}+l(l+1)u^{(l)}=2lt\,u^{(l+1)}+2l(l+1)u^{(l)} .$$

Collecting terms and changing the overall sign gives Legendre's equation, $(1-t^2)P_l''-2tP_l'+l(l+1)P_l=0$. In $u=(t-1)^l(t+1)^l$, only the term with all $l$ derivatives on $(t-1)^l$ survives at $t=1$; it equals $l!\,2^l$, so $P_l(1)=1$. As $u$ is even of degree $2l$, $P_l$ contains the powers $t^k$ with $k=l,l-2,\dots$, so $P_l(-t)=(-1)^lP_l(t)$, and $r^l(z/r)^k=z^k(r^2)^{(l-k)/2}$ shows that $f=r^lP_l(z/r)$ is a homogeneous polynomial.

For its Laplacian, $\nabla r^s=s\,r^{s-2}\mathbf r$ has divergence $s(s-2)r^{s-2}+3s\,r^{s-2}=s(s+1)r^{s-2}$, which vanishes for $s=-1$. For $t=z/r$, $\nabla t=\hat{\mathbf z}/r-z\mathbf r/r^3$, so $\mathbf r\cdot\nabla t=0$, $|\nabla t|^2=(1-2t^2+t^2)/r^2$, and $\nabla^2t=2\,\partial_z(1/r)=-2t/r^2$. The cross term $2\nabla r^l\cdot\nabla P_l$ vanishes, and $\nabla^2P_l=P_l''|\nabla t|^2+P_l'\nabla^2t$, so

$$\nabla^2f=r^{l-2}\big[l(l+1)P_l+(1-t^2)P_l''-2tP_l'\big]=0 .$$

Hence $K_l(\mathbf n,\hat{\mathbf z})=c\,P_l(\mathbf n\cdot\hat{\mathbf z})$. At $\mathbf n=\hat{\mathbf z}$ the left side is $N_l$ by (4) and the right side is $c$, so $c=N_l$. For general $\mathbf n_2$ choose a rotation $S$ with $S\mathbf n_2=\hat{\mathbf z}$. By (3), and because rotations keep dot products,

$$K_l(\mathbf n_1,\mathbf n_2)=K_l(S\mathbf n_1,\hat{\mathbf z})=N_lP_l(S\mathbf n_1\cdot S\mathbf n_2)=N_lP_l(\mathbf n_1\cdot\mathbf n_2),$$

which is (1). With $\mathbf n=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)$ the dot product is $\cos\gamma=\cos\theta_1\cos\theta_2+\sin\theta_1\sin\theta_2\cos(\phi_1-\phi_2)$.

**Q.** Is there a case I can verify in my head, and what does $K_l$ mean?

**A.** For $l=0$ both sides are $1/4\pi$. For $l=1$, $\int z^2d\Omega=2\pi\int_{-1}^1t^2dt=4\pi/3$, so $\sqrt{3/4\pi}\,(x,y,z)$ is an orthonormal basis of $H_1$. The sum of products is $\frac{3}{4\pi}(x_1x_2+y_1y_2+z_1z_2)$, and $P_1(t)=t$. As for the meaning, for $f\in H_l$

$$\int K_l(\mathbf n,\mathbf n')f(\mathbf n')\,d\Omega'=\sum_mY_{lm}(\mathbf n)\langle Y_{lm},f\rangle=f(\mathbf n),$$

so $K_l$ is the projector on $H_l$ written as an integral kernel. Equation (5) at $\mathbf n=\hat{\mathbf z}$ gives $|Y_{l0}(\hat{\mathbf z})|^2=N_l$, and then at general $\mathbf n$ it gives $|Y_{l0}|=\sqrt{N_l}\,|P_l(\cos\theta)|$. Normalisation of $Y_{l0}$ reads $1=2\pi N_l\int P_l^2dt$, so $\int_{-1}^1P_l^2dt=2/(2l+1)$ follows as a by-product.

**Q.** How large can a single $Y_{lm}$ be?

**A.** All terms of (4) are non-negative, so each is at most the sum:

$$|Y_{lm}(\mathbf n)|\le\sqrt{\frac{2l+1}{4\pi}} .\tag{6}$$

The bound holds for every normalised $f=\sum_mc_mY_{lm}$, since Cauchy–Schwarz gives $|f(\mathbf n)|^2\le\sum|c_m|^2\sum|Y_{lm}(\mathbf n)|^2=N_l$. At a chosen point $\mathbf n_0$ it is reached by $c_m=Y^*_{lm}(\mathbf n_0)/\sqrt{N_l}$, which is $f=\sqrt{N_l}\,P_l(\mathbf n\cdot\mathbf n_0)$, the $m=0$ function about the axis $\mathbf n_0$. Applied to this $f$ at any $\mathbf n$, the bound says $|P_l(t)|\le1$ on $[-1,1]$. A normalised function has mean $|f|^2$ equal to $1/4\pi$ over the sphere, so angular momentum $l$ can concentrate the probability per solid angle by a factor of at most $2l+1$. The bound is not uniform in $l$.

**Q.** A bound is of little use if I cannot tell when it is reached.

**A.** For $m\ne0$ it is never reached. The conjugate $Y^*_{lm}$ lies in $H_l$ because $\nabla^2$ is real, it is normalised, and it varies as $e^{-im\phi}$. As $-m$ occurs once, $Y_{l,-m}=\eta\,Y^*_{lm}$ with a constant $|\eta|=1$. Two equal terms of (4) then give $2|Y_{lm}|^2\le N_l$:

$$|Y_{lm}(\mathbf n)|\le\sqrt{\frac{2l+1}{8\pi}}\qquad(m\ne0).\tag{7}$$

For $m=0$, (6) is reached at both poles, where $|P_l(\pm1)|=1$, and for $l\ge1$ nowhere else. Suppose $|Y_{l0}(\mathbf n_0)|^2=N_l$ with $\mathbf n_0\ne\pm\hat{\mathbf z}$. Then (4) forces $Y_{lm}(\mathbf n_0)=0$ for all $m\neq0$, so $g(\mathbf n)=K_l(\mathbf n,\mathbf n_0)=Y_{l0}(\mathbf n)Y^*_{l0}(\mathbf n_0)$ obeys $L_zg=0$. By (1), $g$ is a function of $s=\mathbf n_0\cdot\mathbf r$ and $r$. Now $\mathbf Lr=0$ and $\mathbf Ls=-i\,\mathbf r\times\mathbf n_0$ is perpendicular to $\mathbf n_0$, so $(\mathbf n_0\cdot\mathbf L)g=0$. The commutator of two operators that kill $g$ kills it too, and

$$[L_z,\mathbf n_0\cdot\mathbf L]=n_{0x}\,iL_y-n_{0y}\,iL_x=i(\hat{\mathbf z}\times\mathbf n_0)\cdot\mathbf L .$$

The vectors $\hat{\mathbf z}$, $\mathbf n_0$ and $\hat{\mathbf z}\times\mathbf n_0$ are linearly independent, so $\mathbf Lg=0$ and $l(l+1)g=L^2g=0$. But $g(\mathbf n_0)=N_l\ne0$, so $l=0$. It follows as well that $|P_l(t)|<1$ for $|t|<1$ and $l\ge1$.

A scan over $\theta$ shows how tight the bounds are. For $l=1,2,3$ the maxima of $|Y_{l0}|$ are 0.48860, 0.63078 and 0.74635, equal to (6). For $l=1$, $|Y_{11}|=\sqrt{3/8\pi}\sin\theta$ reaches (7), 0.34549, on the equator. For $l=2$ both $m=1$ and $m=2$ peak at 0.38627, below the 0.44603 of (7). For $l=3$ the maxima 0.44504, 0.39336 and 0.41722 for $m=1,2,3$ lie below 0.52775 and are not monotonic in $m$.

**Q.** Two equal maxima at $l=2$ look like a slip. Show me the functions, and show me (1) working term by term.

**A.** The formula for $Y_{ll}$ gives $Y_{22}=b\,(x+iy)^2$ with $b=\frac18\sqrt{120/4\pi}=\sqrt{15/32\pi}$. Since $(\partial_x-i\partial_y)(x+iy)=2$, $L_-(x+iy)^2=-4z(x+iy)$, and division by $\sqrt{6-2}=2$ gives $Y_{21}=-2b\,z(x+iy)$. Next $L_-[z(x+iy)]=x^2+y^2-2z^2=1-3z^2$ on the sphere, and division by $\sqrt6$ gives $Y_{20}=(2b/\sqrt6)(3z^2-1)=\tfrac12\sqrt{5/4\pi}\,(3z^2-1)$. So $|Y_{22}|=b\sin^2\theta$ and $|Y_{21}|=b\,|\sin2\theta|$ both peak at $b=0.38627$.

Take $(\theta_1,\phi_1)=(60^\circ,20^\circ)$ and $(\theta_2,\phi_2)=(35^\circ,110^\circ)$. At $\mathbf n_1$, $|Y_{22}|=\tfrac34b=0.289706$, $|Y_{21}|=\tfrac{\sqrt3}{2}b=0.334523$, and $Y_{20}=\tfrac12(0.63078)(\tfrac34-1)=-0.078848$. At $\mathbf n_2$ the moduli are 0.127080, 0.362979 and 0.319501, with $Y_{20}$ positive. The term $m$ carries the phase $e^{im(\phi_1-\phi_2)}$ with $\phi_1-\phi_2=-90^\circ$, and the term $-m$ is its complex conjugate because $|\eta|^2=1$.

- For $m=\pm2$ the phase is $-1$, and each term is $-0.289706\times0.127080=-0.036816$.
- For $m=\pm1$ the phase is $\mp i$ and $z_1z_2>0$, so the terms are $\mp i\,(0.334523\times0.362979)=\mp0.121425\,i$, which cancel.
- For $m=0$ the term is $-0.078848\times0.319501=-0.025192$.

The sum is $2(-0.036816)-0.025192=-0.098824$. On the other side $\cos(\phi_1-\phi_2)=0$, so $\cos\gamma=\cos60^\circ\cos35^\circ=0.409576$. Rodrigues gives $P_2=\frac18\frac{d^2}{dt^2}(t^4-2t^2+1)=\tfrac12(3t^2-1)$, which is $-0.248371$ here, and $5/4\pi=0.397887$. The product is $-0.098824$. Unsöld's sum at $\mathbf n_1$ is $2(0.083929)+2(0.111906)+0.006217=0.397887$. The partial sum over $m=1,2$ alone is 0.195835 at $\mathbf n_1$ and 0.147903 at $\mathbf n_2$, so it does change under rotation. The numerical check tests the unitarity of $D$, (1), (3), (4), (6) and (7) with harmonics built by the ladder, against Rodrigues polynomials.

**Q.** Does any of this survive in an atom, where the electrons interact?

**A.** It survives in a single-determinant model, under a stated condition. Let the orbitals $\psi_a=R(r)f_a(\mathbf n)$ be filled for one spin, with $f_a$ a complete orthonormal basis of $H_l$ and one common radial function $R$, taken real. By (1), their density matrix at equal radii is $\sum_a\psi_a(r\mathbf n_1)\psi_a^*(r\mathbf n_2)=R^2N_lP_l(\cos\gamma)$, and at unequal radii $R(r_1)R(r_2)$ replaces $R^2$. The density is $R^2N_l$ in every direction. The Coulomb and exchange operators are built from this rotation-invariant kernel and $1/|\mathbf r_1-\mathbf r_2|$, so they commute with rotations when all occupied subshells are of this kind. An operator that commutes with $L_-$ and has $R\,Y_{ll}$ as an eigenfunction also has $R\,Y_{lm}$, with the same $R$ and eigenvalue, since $L_-$ does not act on $R$. Filled subshells of this form are thus compatible with the field they produce; the argument does not show that a spherical solution is the lowest one.

A half-filled shell with parallel spins qualifies. The antimony atom, $5p^3$ in the spin quartet, was computed by restricted open-shell Hartree–Fock in the def2-SVP basis, with 23 explicit electrons, 28 replaced by the core potential, no spin–orbit coupling and no symmetry imposed. At $r=2.5$ bohr the angular integral of the square of one open orbital gives $R^2=0.068921$ bohr$^{-3}$, so the predicted spin density is $3\times0.068921/4\pi=0.016454$ bohr$^{-3}$. The computed minimum and maximum over 300 directions are both 0.016454, and the density of all explicit electrons is 0.029611 bohr$^{-3}$ at both extremes. For the two directions used above, the prediction $0.016454\times0.409576=0.006739$ bohr$^{-3}$ matches the computed open-shell density matrix. These digits test the identities within the model; they are not the accuracy of the model for the real atom, nor are they converged in the basis. In def2-QZVP, $R^2$ drops to 0.067805 and the spin density to 0.016187 (about 1.6% lower), and the explicit-electron density drops to 0.029352 (0.9% lower). Unrestricted Hartree–Fock in def2-SVP raises the spin density to 0.016671. In each case the density remains spherical to the digits shown.

**Q.** You said only $m=0$ reaches the bound. What do the real orbitals of that calculation do?

**A.** That statement concerned the complex $Y_{lm}$ about a fixed axis. A real normalised member of $H_1$ is $\sqrt{3/4\pi}\,\mathbf a\cdot\mathbf n$ with $|\mathbf a|=1$, the $m=0$ function about its own axis $\mathbf a$, so every real $p$ orbital reaches (6) on that axis. The predicted amplitude is $|R|\sqrt{3/4\pi}=\sqrt{0.016454}=0.12827$ bohr$^{-3/2}$, and the computed one is 0.128272.

This also fixes what an incomplete shell looks like. Remove that one electron and freeze the other orbitals. With $\beta$ the angle from $\mathbf a$, the removed density is $\frac{3R^2}{4\pi}\cos^2\beta$, so by (4) the two remaining $5p$ electrons give $\frac{3R^2}{4\pi}\sin^2\beta$. At $\beta=0^\circ,30^\circ,60^\circ,90^\circ$ the factors are $0,\tfrac14,\tfrac34,1$, and the computed values are 0.000000, 0.004113, 0.012340 and 0.016454 bohr$^{-3}$. The density of all remaining explicit electrons runs from $0.029611-0.016454=0.013157$ on the axis to 0.029611 bohr$^{-3}$ across it. This is a frozen-orbital determinant and not the relaxed cation.

**Q.** So the spherical density of a subshell can fail although (4) is exact?

**A.** Yes. Equations (1) and (4) are identities, and (6) is a bound, for orthonormal harmonics of integer $l$. Two physical conditions together guarantee a spherical subshell density: equal occupation of all $2l+1$ functions for a given spin, and a common radial function. They are sufficient but not necessary: with a common $R$, $p_x$ and $p_y$ filled for one spin and $p_z$ for the other also give a spherical total density, though neither spin density is spherical. Unequal occupation breaks the first condition, and in the frozen ion the spherical density is lost with it. An electric field or a neighbouring atom adds a direction-dependent potential. The mean-field operator then no longer commutes with $L_-$ or $L^2$, so nothing guarantees a common $R$, or even orbitals of a single $l$. Loss of rotational symmetry need not spoil the result in every case: a term proportional to $L_z$ alone only shifts the eigenvalue of each $R\,Y_{lm}$ and leaves the orbitals unchanged. Spin–orbit coupling, left out of the antimony calculation, commutes with the total angular momentum but not with $\mathbf L$ alone, so the ladder argument for a common $R$ no longer applies, and the result above makes no statement about the atom once that coupling is included.

## Table of computed values

```
Example 1: l = 2 (values dimensionless, per steradian)
theta1, phi1 = 60, 20 deg; theta2, phi2 = 35, 110 deg
cos gamma = 0.409576, gamma = 65.822 deg, P_2 = -0.248371
m=-2: |Y(n1)|=0.289706 |Y(n2)|=0.127080 term=-0.036816+0.000000i |Y(n1)|^2=0.083929
m=-1: |Y(n1)|=0.334523 |Y(n2)|=0.362979 term=+0.000000+0.121425i |Y(n1)|^2=0.111906
m=+0: |Y(n1)|=0.078848 |Y(n2)|=0.319501 term=-0.025192+0.000000i |Y(n1)|^2=0.006217
m=+1: |Y(n1)|=0.334523 |Y(n2)|=0.362979 term=-0.000000-0.121425i |Y(n1)|^2=0.111906
m=+2: |Y(n1)|=0.289706 |Y(n2)|=0.127080 term=-0.036816+0.000000i |Y(n1)|^2=0.083929
sum of terms = -0.098824; 5/(4pi) P_2 = -0.098824
sum |Y(n1)|^2 = 0.397887; 5/(4pi) = 0.397887
partial sum m=1,2 of |Y|^2: at n1 0.195835, at n2 0.147903
l=1: bound 0.48860, m!=0 bound 0.34549
     max|Y_lm|, m=0..l: 0.48860 0.34549
l=2: bound 0.63078, m!=0 bound 0.44603
     max|Y_lm|, m=0..l: 0.63078 0.38627 0.38627
l=3: bound 0.74635, m!=0 bound 0.52775
     max|Y_lm|, m=0..l: 0.74635 0.44504 0.39336 0.41722
Example 2: Sb 5p^3 quartet, ROHF/def2-SVP with core potential
explicit electrons = 23, core electrons = 28, basis functions = 26
ROHF energy = -239.271790 hartree
r = 2.5 bohr; R(r)^2 by quadrature = 0.068921 bohr^-3
3R^2/(4pi) = 0.016454 bohr^-3
spin density, 300 directions: min 0.016454, max 0.016454 bohr^-3
explicit-electron density: min 0.029611, max 0.029611 bohr^-3
open-shell gamma(r n1, r n2) = 0.006739; 3R^2 cos(gamma)/(4pi) = 0.006739 bohr^-3
one 5p orbital on its axis = 0.128272; |R| sqrt(3/4pi) = 0.128272 bohr^-3/2
beta= 0 deg: two 5p left 0.000000, formula 0.000000, all left 0.013157 bohr^-3
beta=30 deg: two 5p left 0.004113, formula 0.004113, all left 0.017271 bohr^-3
beta=60 deg: two 5p left 0.012340, formula 0.012340, all left 0.025498 bohr^-3
beta=90 deg: two 5p left 0.016454, formula 0.016454, all left 0.029611 bohr^-3
```
